# Donor Absorption Spectra from a Lanczos Resolvent, with Moment Checks

## Choosing the basis and the number of steps

Before a line strength calculated by the Lanczos method is used to turn an infrared line area into a donor density, two choices must be made: which high-energy basis states to keep, and how many Lanczos steps to take. The oscillator-strength sum gives only a weak check on the first choice. It says nothing about the second, because one Lanczos step already reproduces the sum of the chosen basis, however poor the lines are. The two errors therefore need separate controls.

### Model and scaled coordinates

Take one conduction-band valley with transverse mass $m_t$, longitudinal mass $m_l$, and the potential $-e^2/(4\pi\varepsilon_0\varepsilon r)$. This is single-valley effective-mass theory. It omits the chemistry of the donor core, which is estimated below. Lengths are in $a^*=\varepsilon(m_0/m_t)a_0$ and energies in $Ry^*=(m_t/m_0)\,Ry/\varepsilon^2$, so $\hbar^2/2m_t=1$. With $\gamma=m_t/m_l$,

$$H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac{2}{r}.$$

Put $z=\sqrt\gamma\,z'$. Then $\gamma\partial_z^2=\partial_{z'}^2$ and $r^2=x^2+y^2+\gamma z'^2$. In spherical coordinates of $(x,y,z')$, with $r$ now the scaled radius,

$$H=-\nabla^2+V,\qquad V=-\frac{2f(\theta)}{r},\qquad f=\frac{1}{\sqrt{1-(1-\gamma)\cos^2\theta}}.$$

The anisotropy now sits in an angular factor. The basis is a product of spherical harmonics and the orthonormal functions

$$R_n=\sqrt{\frac{(2\lambda)^3}{(n+1)(n+2)}}\;e^{-\lambda r}L_n^{(2)}(2\lambda r).$$

With $T=\int r^2R_n'R_m'\,dr$, $C=\int R_nR_m\,dr$, $B=\int rR_nR_m\,dr$ and $F$ the angular matrix of $f$,

$$H=1\otimes T+l(l+1)\otimes C-2F\otimes B .$$

$V$ is axial and even under inversion. The ground state $\psi$, of energy $E_0$, therefore has $m=0$ and even $l$. The dipole $d=x$ leads to odd $l$ with angular factor $\cos\phi$, and $d=z'$ to odd $l$ with $m=0$.

### What the moments must be

Let $A=H-E_0$ and $\phi=d\,\psi$. The absorption density and its moments are

$$S(E)=\sum_n|\langle n|d|0\rangle|^2\,\delta(E-E_n+E_0),\qquad \mu_k=\int E^kS\,dE=\langle\phi|A^k|\phi\rangle .$$

The local potential commutes with $d$, so $[A,d]=-2\partial_d$. Since $A\psi=0$,

$$A\phi=-2\,\partial_d\psi .$$

For real $\psi$, one integration by parts gives

$$\mu_1=-2\int d\,\psi\,\partial_d\psi=-\int d\,\partial_d(\psi^2)=\int\psi^2=1,$$

$$\mu_2=\|A\phi\|^2=4\langle p_d^2\rangle,\qquad p_d=-i\partial_d .$$

In physical units $\mu_1=\hbar^2/2m_t$ for $x$. For the true $z$, $d^2$ carries a factor $\gamma$, and $\mu_1=\gamma\hbar^2/2m_t=\hbar^2/2m_l$. The strength $f_n=(E_n-E_0)|\langle n|d|0\rangle|^2$ in scaled coordinates thus sums to one for each polarization.

For the next moment use $[A,\partial_d]=-(\partial_dV)$, which gives

$$A^2\phi=-2[A,\partial_d]\psi=2(\partial_dV)\psi,$$

$$\mu_3=\langle A\phi|A^2\phi\rangle=-4\int(\partial_dV)\,\psi\,\partial_d\psi=2\langle\partial_d^2V\rangle .$$

The last form is meant as a distribution and includes the contact term at the nucleus. The integral before it is finite, because $\partial_dV\sim r^{-2}$ is cancelled by the volume element.

The fourth moment is different:

$$\mu_4=\|A^2\phi\|^2=4\int(\partial_dV)^2\psi^2\,d^3r\;\sim\;\int_0\frac{r^2\,dr}{r^4}=\infty .$$

The Coulomb singularity leaves four finite moments, $\mu_0$ to $\mu_3$. The same argument gives the tail of the spectrum to leading order. Near the origin $A^2\phi\sim r^{-2}$, whose Fourier transform falls as $1/k$. Treating high final states as plane waves with $E\simeq k^2$,

$$E^4S\,dE\propto k^{-2}k^2\,dk\propto E^{-1/2}dE\quad\Rightarrow\quad S\simeq cE^{-9/2}.$$

If the states above an energy $E_c$ are missing, the moments lose

$$\delta\mu_1=\tfrac25cE_c^{-5/2},\qquad \delta\mu_2=\tfrac23cE_c^{-3/2},\qquad \delta\mu_3=2cE_c^{-1/2}.\tag{1}$$

### The hydrogen limit

For $\gamma=1$, $\psi=e^{-r}/\sqrt\pi$ and $E_0=-1$. With $\partial_zV=2z/r^3$ and $\partial_z\psi=-(z/r)\psi$,

$$\mu_3=8\int\frac{z^2}{r^4}\psi^2\,d^3r=\frac83\cdot4\int_0^\infty e^{-2r}dr=\frac{16}{3}.$$

The 2p state is $r\cos\theta\,e^{-r/2}/(4\sqrt{2\pi})$, so

$$\langle2p|z|1s\rangle=\frac{1}{3\sqrt2}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{3\sqrt2}\left(\frac23\right)^5=\frac{256}{243\sqrt2}.$$

The transition energy is $3/4$, and the strength is $\tfrac34\cdot256^2/(2\cdot243^2)=0.41620$. The matrix calculation returns 0.416197 and $\mu_3=5.33333$.

### Lanczos steps and the continued fraction

Start from $q_0=\phi/\sqrt{\mu_0}$ and $b_0=0$, and build

$$b_{j+1}q_{j+1}=(A-a_j)q_j-b_jq_{j-1},\qquad a_j=\langle q_j|A|q_j\rangle,$$

with $b_{j+1}>0$ fixed by normalization. Each new vector is orthogonalized against all earlier ones, to keep rounding errors from producing repeated copies of converged lines. After $K$ steps the columns of $Q$ are $q_0,\dots,q_{K-1}$, and

$$AQ=QT_K+b_Kq_K\,e_{K-1}^T,\tag{2}$$

where $T_K$ is tridiagonal with diagonal $a_j$ and off-diagonal $b_j$.

**Moment property.** The vector $T_K^je_0$ has no entry beyond index $j$. The last term of (2) therefore does not act while $j<K-1$, and induction gives $A^jq_0=QT_K^je_0$ for $j\le K-1$. Since $Q^TAQ=T_K$, for $i,j\le K-1$,

$$\langle q_0|A^{i}AA^{j}|q_0\rangle=e_0^TT_K^{\,i+j+1}e_0 .$$

The largest power is $2K-1$, so $K$ steps reproduce the basis moments $\mu_0,\dots,\mu_{2K-1}$. With $K=3$, moments 0 to 5 agreed with direct powers of $A$ to a relative $10^{-8}$. Moment 6 missed by 10.5% of its direct value for $x$ and by 12.8% for $z$.

**Resolvent.** Let $(\zeta-T_K)u=e_0$. Its first row is $(\zeta-a_0)u_0-b_1u_1=1$. The remaining rows form the same problem with source $b_1u_0$, so $u_1=g_1b_1u_0$, where $g_1$ is the corner element of the remaining resolvent. Hence $u_0=1/(\zeta-a_0-b_1^2g_1)$. Repeating the elimination gives

$$G(\zeta)=\cfrac{\mu_0}{\zeta-a_0-\cfrac{b_1^2}{\zeta-a_1-\cdots}},\qquad S_\eta(E)=-\frac1\pi\,\mathrm{Im}\,G(E+i\eta).$$

Each line becomes a Lorentzian of half-width $\eta$ at half maximum. If $T_Ks_j=\theta_js_j$ with normalized $s_j$, the line energy is $\theta_j$ and its squared dipole is $\mu_0s_{0j}^2$.

Moments should be taken from these discrete weights and not from the broadened curve. Far above the spectrum $ES_\eta\simeq\eta\mu_0/(\pi E)$, so its integral grows as $(\eta\mu_0/\pi)\ln E$. Integrating the broadened curve from $10^4$ to $10^5\,Ry^*$ gave $(\eta\mu_0/\pi)\ln10$ within 1%.

### Error from too few steps

Apply (2) to $s_j$. The vector $y=Qs_j$ satisfies $\|Ay-\theta_jy\|=b_K|s_{K-1,j}|$, so some eigenvalue of $A$ lies within that distance of $\theta_j$. This is a stopping criterion that needs no reference calculation. It pins down the intended line only once the residual is well below the spacing to neighbouring levels, and it is conservative: for the 3p$_\pm$ line below it is 2.1 meV after 60 steps and 0.01 meV after 120.

The rate for the lowest line follows from a trial vector $p(A)q_0$ with $p$ a Chebyshev polynomial of degree $K-1$, bounded by one on the interval of width $W$ that holds all higher levels. At the lowest level, a gap $g$ below that interval, $|p|=\mathcal T_{K-1}(1+2g/W)$. With $w$ the squared dipole of the line and $\Delta_0$ its exact energy, the lowest eigenvalue of $A$ in the final space, the variational principle gives

$$0\le\theta_0-\Delta_0\le(W+g)\,\frac{\mu_0-w}{w}\,\frac{1}{\mathcal T_{K-1}^2(1+2g/W)} .$$

For $g\ll W$ and many steps, $\mathcal T_{K-1}\simeq\tfrac12e^{2(K-1)\sqrt{g/W}}$, and the bound falls as $e^{-4(K-1)\sqrt{g/W}}$. The width $W$ is set by basis states that hardly matter for the lines, so in each $l$ block eigenfunctions above $E_c=100\,Ry^*$ are removed from the final-state space. The bound is an upper limit and is far too pessimistic when a few sparse high states set $W$. For the silicon donor below, the uncut basis has $W\approx9\times10^5\,Ry^*$ and the bound says nothing, yet the 3p$_\pm$ error falls from 0.3 meV after 120 steps to $10^{-10}$ meV after 240. The cut saves steps; it is not a condition for convergence.

### Error from the start vector

The Laguerre recurrence turns $rR_n$ into a combination of $R_{n-1}$, $R_n$ and $R_{n+1}$, the last with coefficient of size $\sqrt{(n+1)(n+3)}/2\lambda$. For $\lambda=1$ and $n=59$ this is $\sqrt{60\cdot62}/2\simeq30$. If ground and final states share 60 radial functions, the top component of $\phi$ is lost after this amplification, and the large kinetic elements connecting it to the rest, mostly those of the centrifugal term $l(l+1)\otimes C$, spoil $A\phi$. One more final radial function represents $\phi$ in full. The relative error of $\mu_2$ for $x$ is $2.9\times10^{-9}$ with the component and $2.3\times10^{-3}$ without it. For $z$ the two errors are $9.3\times10^{-9}$ and $5.0\times10^{-3}$.

An error of the ground state itself enters $\mu_1$ as follows. From $dAd=\tfrac12(d^2A+Ad^2)+\tfrac12[d,[A,d]]$ and $[d,-2\partial_d]=2$,

$$\mu_1=1+\langle d^2\psi|A\psi\rangle .$$

The sum rule thus detects a residual $A\psi\ne0$ only through its overlap with $d^2\psi$. It cannot detect a wrong local potential whose ground state has been found correctly.

## A shallow donor in silicon

The inputs are rough values for silicon: $m_t=0.19\,m_0$, $m_l=0.92\,m_0$, $\varepsilon=11.4$. They give $\gamma=0.2065$, $a^*=11.4\times0.05292/0.19=3.175$ nm and $Ry^*=13606\times0.19/11.4^2=19.89$ meV. The final space has $61\times10=610$ functions, of which 538 survive the cut, and 240 steps are taken.

The ground state is bound by 31.23 meV. The first two lines of each polarization are:

| line | binding (meV) | transition (meV) | $f$ |
|---|---|---|---|
| 2p$_0$ | 11.50 | 19.73 | 0.616 |
| 3p$_0$ | 5.49 | 25.74 | 0.084 |
| 2p$_\pm$ | 6.39 | 24.84 | 0.315 |
| 3p$_\pm$ | 3.12 | 28.11 | 0.060 |

An independent calculation used 45 Gaussians $e^{-a\rho^2-bz^2}$ in unscaled coordinates, with 15 values of $a$ from 0.01 to about 320 and $b/a=1.2,\,2.4,\,4.8$. For the excited states each Gaussian is multiplied by $x$ or $z$. It gives 31.229 meV for the ground state, the same 2p bindings to 0.001 meV, and strengths 0.3151 and 0.6157, against 0.3151 and 0.6156 from the Lanczos weights.

**Steps.** Compared with full diagonalization in the same space, the 3p$_\pm$ energy is wrong by 0.16 meV after 60 steps, by $4\times10^{-6}$ meV after 120, and by rounding error after 180. By the moment property $\mu_1$ is the same at all these stages. A satisfied sum rule would have accepted a line displaced by three times the half-width of 0.05 meV used below.

**Cut.** For $x$ the moments are:

| | full basis | after cut | loss |
|---|---|---|---|
| $\mu_1$ | 1.00000 | 0.99991 | 0.00009 |
| $\mu_2$ | 2.3832 | 2.3667 | 0.0165 |
| $\mu_3$ | 17.69 | 12.44 | 5.25 |

Equation (1) can be tried on these losses. From $\delta\mu_3=2c/\sqrt{100}$ one finds $c=26.3$. This is an effective value at the chosen cut and not the constant of the far tail, because (1) holds only to leading order. Then $\delta\mu_2=\tfrac23\times26.3\times10^{-3}=0.0175$ and $\delta\mu_1=\tfrac25\times26.3\times10^{-5}=0.0001$, close to the table. So 30% of $\mu_3$ can be missing while $\mu_1$ is right to $10^{-4}$. For $z$, $\mu_3$ falls from 6.30 to 4.84, while $\mu_1$ becomes 1.00003. This slight excess shows that a cut made block by block is not a sharp cut in the final energy. The lines hardly notice: the three lowest levels of each polarization move by less than $10^{-3}\,Ry^*=0.02$ meV.

**Basis limit.** For $x$, doubling the ground-state radial set from 30 to 60 functions changes $\mu_3$ by 0.03% and multiplies $\mu_4$ by 2.07. A Laguerre set of $N$ functions resolves lengths down to order $1/N$, and $\int_{1/N}dr/r^2\sim N$, so a factor near two is expected. The coefficient $b_2$ involves $\mu_4$. It and the deeper coefficients therefore describe the basis as well as the donor and should not be extrapolated as donor properties.

**Continuum.** The strength below the ionization threshold sums to 0.454 for $x$ and 0.774 for $z$ in this basis. Radially more extended bases move these sums to about 0.457 and 0.773, a shift of up to 0.003. The rest lies in the continuum, whose shape this discrete basis does not resolve at the chosen width. The highest Rydberg lines are not resolved either.

### Absolute absorption

A field of amplitude $\mathcal E$ drives transitions at the rate $(2\pi/\hbar)(e\mathcal E/2)^2|\langle n|d|0\rangle|^2\delta(E_n-E_0-E)$ and carries intensity $\tfrac12nc\varepsilon_0\mathcal E^2$. Absorbed power divided by intensity, with $e^2=4\pi\varepsilon_0\alpha\hbar c$, gives

$$\sigma(E)=\frac{4\pi^2\alpha}{n}\,E\,S(E),\qquad n=\sqrt\varepsilon=3.376 .$$

The acting field is taken equal to the average field, which suits an orbit much larger than the lattice cell. The ground state is an equal superposition of six valleys, and dipole elements between valleys are neglected. For light polarized along a cubic axis, two valleys are longitudinal and four transverse, so $S=(2S_x+S_z)/3$. Using $\mu_1$ for each,

$$\int\sigma\,dE=\frac{2\pi^2\alpha\hbar^2}{n}\cdot\frac13\left(\frac{2}{m_t}+\frac{1}{m_l}\right)=1.258\times10^{-13}\ \text{meV cm}^2 ,$$

and the Lanczos weights give the same to four digits. This is the total area of the parabolic model. Its continuum tail reaches energies where a single parabolic valley no longer describes silicon, so the total is not a prediction for the real crystal. The 2p$_\pm$ line takes the fraction $2\times0.315/(2+\gamma)=0.286$, or $3.6\times10^{-14}$ meV cm$^2$. Dividing by $\pi\eta=0.157$ meV gives a peak of $2.3\times10^{-13}$ cm$^2$. At $10^{15}$ donors per cm$^3$ the absorption coefficient is 230 cm$^{-1}$, and for 2p$_0$ it is 46 cm$^{-1}$. At fixed line area these peaks vary inversely with the assumed width.

### Beside the real donor

Phosphorus in silicon is bound by roughly 45 meV, not 31 meV, because the core potential and the coupling between valleys lower the ground state. To size this, a local well $-De^{-r/b}$ in the scaled radius, with $b=0.5$ nm, was added and tuned to 45 meV, which needs $D=421$ meV. The lines move to 33.4 and 38.6 meV, near the roughly 34 and 39 meV of the real donor. The strengths drop from 0.616 to 0.373 for 2p$_0$ and from 0.315 to 0.165 for 2p$_\pm$. At the same width the 2p$_\pm$ peak falls to $230\times0.165/0.315\simeq120$ cm$^{-1}$. The sum $\mu_1$ stays at one, tested to 0.5%, since the well is local. In this model, a density of neutral donors inferred from the 2p$_\pm$ line with the unmodified strength would be too low by nearly a factor of two. The factor depends on the radius chosen for the well: it is 1.9 for $b=0.5$ nm and runs from 1.6 at $b=1$ nm to 2.1 at $b=0.15$ nm. The well stands in for the true core, so this is the size of the effect and not a corrected value.

Other omissions and assumptions are:

- With the five other valley combinations placed at 31.2 meV, 13.8 meV above the ground state, their population is $6\times10^{-7}$ at 10 K and 0.40 at 80 K, ionization neglected. At 80 K the single-ground-state spectrum no longer applies. In uncompensated material at this density roughly 70% of the donors are then ionized as well, which weakens all the lines.
- Using $\varepsilon=11.7$ lowers the binding by 5%, to 29.65 meV.
- The 2p$_\pm$ orbit has an rms radius of 13.7 nm. For randomly placed donors of density $N_D$ the mean distance to the nearest neighbour is $0.554\,N_D^{-1/3}=55$ nm, so most orbits overlap little, but about 8% of the donors have a neighbour within two rms radii. Fields of ionized impurities are not included.
- For a compact centre the Lorentz local-field factor $((\varepsilon+2)/3)^2=20$ would multiply $\sigma$. The orbit size argues against it here, but absolute values inherit this assumption.

The remaining values are in the numerical output. For this donor, 120 steps and a cut at $100\,Ry^*$ make the numerical errors of the tabulated lines small compared with the error of the core model.

## Values computed for the example and the checks

```
inputs: m_t = 0.19 m0, m_l = 0.92 m0, eps = 11.4, gamma = 0.2065
a* = 3.175 nm, Ry* = 19.891 meV, refractive index = 3.376
half-width = 0.05 meV, donor density = 1.0e+15 cm^-3
basis: 60 (ground) and 61 (final) radial x 10 angular, lambda = 1.0 /a*, cut = 100.0 Ry*
final-space dimension: x 538, z 538; steps 240
hydrogen limit: f(1s-2p) = 0.416197, mu3 = 5.33333 Ry*^3 a*^2
1s binding = 31.230 meV (Gaussian basis 31.229 meV)
2p+-: binding 6.390 meV, transition 24.840 meV, f = 0.3151
3p+-: binding 3.117 meV, transition 28.113 meV, f = 0.0596
4p+-: binding 2.185 meV, transition 29.045 meV, f = 0.0210
  Gaussian basis, 2p+-: binding 6.390 meV, f = 0.3151
  summed f below threshold, x: 0.454
  3p+- Ritz error at 60,120,180,240 steps (meV): 1.6e-01, 3.9e-06, 2.7e-14, 2.2e-14
  scaled sum rules mu0.. (x): 0.57129, 1.00000, 2.38318
  full-basis moments mu0..mu3: 0.57129, 1.00000, 2.38318, 17.69259
  mu2 relative error: top radial component kept 2.9e-09, dropped 2.3e-03
  Lanczos moments mu0..mu3: 0.57129, 0.99991, 2.36667, 12.43863
  relative miss of moment 6 after 3 steps: 0.105
2p0: binding 11.497 meV, transition 19.733 meV, f = 0.6156
3p0: binding 5.491 meV, transition 25.739 meV, f = 0.0836
4p0: binding 3.314 meV, transition 27.916 meV, f = 0.0294
  Gaussian basis, 2p0: binding 11.497 meV, f = 0.6157
  summed f below threshold, z: 0.774
  3p0 Ritz error at 60,120,180,240 steps (meV): 1.2e-02, 3.8e-11, 6.2e-14, 6.2e-14
  scaled sum rules mu0.. (z): 0.83251, 1.00000, 1.51375, 6.30070
  full-basis moments mu0..mu3: 0.83251, 1.00000, 1.51375, 6.30015
  mu2 relative error: top radial component kept 9.3e-09, dropped 5.0e-03
  Lanczos moments mu0..mu3: 0.83251, 1.00003, 1.50960, 4.83774
  relative miss of moment 6 after 3 steps: 0.128
30 -> 60 radial functions: mu3 ratio 1.00026, mu4 ratio 2.073
integrated cross section: Lanczos 1.2583e-13, rule 1.2584e-13 meV cm^2
2p0 peak: sigma = 4.618e-14 cm^2, absorption = 46.2 cm^-1
2p+- peak: sigma = 2.288e-13 cm^2, absorption = 228.8 cm^-1
central cell: binding 45.0 meV, radius 0.5 nm, depth 421 meV
  2p0 with cell: transition 33.39 meV, f = 0.3725, binding 11.607 meV
  2p+- with cell: transition 38.58 meV, f = 0.1648, binding 6.424 meV
valley-orbit gap estimate = 13.77 meV
upper valley-orbit population: 5.7e-07 at 10 K, 0.40 at 80 K
1s binding with eps = 11.7: 29.65 meV
2p+- rms radius = 13.72 nm, donor spacing = 100.0 nm
Lorentz local-field factor (compact-centre extreme) = 20.0
```
